**Strain-derivative tests of the GGA and meta-GGA exchange-correlation stress**

For an energy density $f(n,\gamma,\tau)$, with density $n$, $\gamma=|\nabla n|^2$ and kinetic-energy density $\tau$, the program tests $\sigma^{xc}_{ab}=\langle\delta_{ab}(f-nf_n-2\gamma f_\gamma-\tau f_\tau)-2f_\gamma\partial_an\,\partial_bn-2f_\tau\tau_{ab}\rangle$. Subscripts on $f$ are partial derivatives, $\tau_{ab}$ is the tensor whose trace is $\tau$, brackets are cell averages, and tension is positive. For LDA, PBE and TPSS on the same frozen, scaled orbitals of a model crystal, it asserts that all nine components match numerical strain derivatives of $E_{xc}$ within $10^{-4}$ GPa; the largest printed deviation is $2.5\times10^{-8}$ GPa. The LDA term is isotropic, while the PBE diagonal runs from 52.83 to 54.05 GPa and the TPSS diagonal from 48.73 to 55.99 GPa. With orbitals reoptimized in each strained cell, four components of the total PBE and TPSS stress are asserted to match energy derivatives within 0.01 GPa, and the largest printed deviation is $3.9\times10^{-4}$ GPa. Further assertions cover the average of $n v_{xc}$ for PBE, the one-orbital limit of $\tau_{ab}$, and the isotropy of both averaged tensors in a cubic model.

## Numerical check

```python
"""Exchange-correlation stress of LDA, GGA and meta-GGA functionals.

Result under test, for E_xc = integral of f(n, gamma, tau):
  stress_ab = < delta_ab (f - n f_n - 2 gamma f_gamma - tau f_tau)
                - 2 f_gamma d_a n d_b n - 2 f_tau tau_ab >
n: density; gamma = |grad n|^2; f_n, f_gamma, f_tau: partial derivatives of f;
tau_ab = 1/2 sum_i occ_i Re(d_a psi_i^* d_b psi_i); tau: its trace;
< >: cell average; stress = (1/volume) dE/d(strain), tension positive.
The formula is compared with numerical strain derivatives of energies, for
frozen scaled orbitals and for self-consistent orbitals of a model crystal.
Hartree atomic units inside; stresses are printed in GPa.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf.dft import libxc

HARTREE = const.physical_constants["Hartree energy"][0]
BOHR = const.physical_constants["Bohr radius"][0]
GPA = HARTREE / BOHR**3 / 1e9

LDA = "LDA_X,LDA_C_PW_MOD"
PBE = "GGA_X_PBE,GGA_C_PBE"
TPSS = "MGGA_X_TPSS,MGGA_C_TPSS"
LABEL = {LDA: "LDA", PBE: "PBE", TPSS: "TPSS"}

# An odd grid makes the Fourier derivative exactly antisymmetric.
M = 15


def integer_triples(values):
    return np.array(np.meshgrid(values, values, values,
                                indexing="ij")).reshape(3, -1).T


waves = integer_triples(np.arange(-2, 3))
grid_waves = integer_triples(np.rint(np.fft.fftfreq(M) * M).astype(int))
frac = integer_triples(np.arange(M)) / M
phase = np.exp(2j * np.pi * frac @ waves.T)
difference = (waves[:, None, :] - waves[None, :, :]) % M
diff_index = (difference[..., 0], difference[..., 1], difference[..., 2])


def to_fourier(values):
    return np.fft.fftn(values.reshape(M, M, M)) / M**3


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def fields(coeff, cell):
    """Density, its gradient and the tensor tau_ab of doubly filled orbitals."""
    root_volume = np.sqrt(abs(np.linalg.det(cell)))
    g = waves @ reciprocal(cell)
    psi = phase @ coeff / root_volume
    dpsi = np.array([phase @ (1j * g[:, a, None] * coeff)
                     for a in range(3)]) / root_volume
    n = 2 * np.sum(abs(psi)**2, axis=1)
    grad = 4 * np.sum((psi.conj() * dpsi).real, axis=2)
    tau_ab = np.einsum("api,bpi->abp", dpsi.conj(), dpsi).real
    return n, grad, tau_ab


def functional(name, n, grad, tau):
    """Energy density f and its derivatives f_n, f_gamma, f_tau."""
    kind = libxc.xc_type(name)
    if kind == "LDA":
        rho = n
    elif kind == "GGA":
        rho = np.vstack([n, grad])
    else:
        rho = np.vstack([n, grad, np.zeros_like(n), tau])
    exc, vxc = libxc.eval_xc(name, rho, spin=0, deriv=1)[:2]
    zero = np.zeros_like(n)
    f_n = np.ravel(vxc[0])
    f_gamma = zero if kind == "LDA" else np.ravel(vxc[1])
    f_tau = np.ravel(vxc[3]) if kind == "MGGA" else zero
    return n * np.ravel(exc), f_n, f_gamma, f_tau


def local_xc_potential(f_n, f_gamma, grad, cell):
    g = grid_waves @ reciprocal(cell)
    div = sum(1j * g[:, a] * to_fourier(f_gamma * grad[a]).ravel()
              for a in range(3))
    return f_n - 2 * (np.fft.ifftn(div.reshape(M, M, M)) * M**3).real.ravel()


def hartree_data(n, cell):
    g = grid_waves @ reciprocal(cell)
    g2 = np.sum(g**2, axis=1)
    inverse_g2 = np.zeros_like(g2)
    inverse_g2[g2 > 1e-12] = 1 / g2[g2 > 1e-12]
    return g, inverse_g2, to_fourier(n).ravel()


def xc_energy(name, coeff, cell):
    n, grad, tau_ab = fields(coeff, cell)
    f = functional(name, n, grad, np.trace(tau_ab))[0]
    return abs(np.linalg.det(cell)) * f.mean()


def total_energy(name, coeff, cell, v_ext):
    n, grad, tau_ab = fields(coeff, cell)
    tau = np.trace(tau_ab)
    f = functional(name, n, grad, tau)[0]
    _, inverse_g2, n_g = hartree_data(n, cell)
    hartree = 2 * np.pi * np.sum(abs(n_g)**2 * inverse_g2)
    return abs(np.linalg.det(cell)) * (np.mean(tau + n * v_ext + f) + hartree)


def hamiltonian(name, coeff, cell, v_ext):
    n, grad, tau_ab = fields(coeff, cell)
    _, f_n, f_gamma, f_tau = functional(name, n, grad, np.trace(tau_ab))
    _, inverse_g2, n_g = hartree_data(n, cell)
    v_h = np.fft.ifftn((4 * np.pi * n_g * inverse_g2).reshape(M, M, M)) * M**3
    v = v_ext + v_h.real.ravel() + local_xc_potential(f_n, f_gamma, grad, cell)
    g = waves @ reciprocal(cell)
    gg = g @ g.T
    return (np.diag(np.diag(gg)) / 2 + to_fourier(v)[diff_index]
            + to_fourier(f_tau)[diff_index] * gg / 2)


def solve(name, cell, v_ext, n_orb, h_start=None):
    """Self-consistent orbitals by linear mixing of the Hamiltonian matrix."""
    if h_start is None:
        g = waves @ reciprocal(cell)
        h = np.diag(np.sum(g**2, axis=1)) / 2 + to_fourier(v_ext)[diff_index]
    else:
        h = h_start.copy()
    for _ in range(300):
        levels, vectors = eigh(h, subset_by_index=[0, n_orb])
        coeff = vectors[:, :n_orb]
        change = hamiltonian(name, coeff, cell, v_ext) - h
        if abs(change).max() < 1e-8:
            return coeff, h, levels[n_orb] - levels[n_orb - 1]
        h = h + 0.6 * change
    raise AssertionError("self-consistency not reached")


def xc_stress_parts(name, coeff, cell):
    """Isotropic averages, gradient tensor and tau tensor, in GPa."""
    n, grad, tau_ab = fields(coeff, cell)
    tau, gamma = np.trace(tau_ab), np.sum(grad**2, axis=0)
    f, f_n, f_gamma, f_tau = functional(name, n, grad, tau)
    averages = GPA * np.array([f.mean(), (n * f_n).mean(),
                               (2 * gamma * f_gamma).mean(),
                               (tau * f_tau).mean()])
    grad_part = -2 * GPA * np.einsum("p,ap,bp->ab", f_gamma, grad, grad) / n.size
    tau_part = -2 * GPA * np.einsum("p,abp->ab", f_tau, tau_ab) / n.size
    return averages, grad_part, tau_part


def xc_stress(name, coeff, cell):
    avg, grad_part, tau_part = xc_stress_parts(name, coeff, cell)
    return np.eye(3) * (avg[0] - avg[1:].sum()) + grad_part + tau_part


def other_stress(coeff, cell):
    """Kinetic and Hartree stress; the potential moves with the cell."""
    n, _, tau_ab = fields(coeff, cell)
    g, inverse_g2, n_g = hartree_data(n, cell)
    weight = 2 * np.pi * abs(n_g)**2 * inverse_g2
    hartree = (2 * np.einsum("g,ga,gb->ab", weight * inverse_g2, g, g)
               - np.eye(3) * weight.sum())
    return GPA * (-2 * tau_ab.mean(axis=2)), GPA * hartree


def strained(cell, a, b, amount):
    deformation = np.eye(3)
    deformation[a, b] += amount
    return cell @ deformation.T


def slope(function, h):
    """Fourth-order central difference at zero."""
    return (8 * (function(h) - function(-h))
            - (function(2 * h) - function(-2 * h))) / (12 * h)


def spread(tensor):
    return np.ptp(np.diag(tensor))


def show(label, t):
    print(f"{label}: xx {t[0, 0]:.3f}, yy {t[1, 1]:.3f}, "
          f"zz {t[2, 2]:.3f}, xz {t[0, 2]:.3f} GPa")


# Model crystal: potential fixed in fractional coordinates.
cell = np.diag([5.0, 6.0, 9.0])
volume = np.linalg.det(cell)
amplitudes = np.array([0.30, 0.20, 0.20, 0.15])
directions = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 0, 1]])
v_ext = -np.cos(2 * np.pi * frac @ directions.T) @ amplitudes
n_orb = 3
coeff, h_pbe, gap = solve(PBE, cell, v_ext, n_orb)
assert gap > 0.02
n, grad, tau_ab = fields(coeff, cell)
assert n.min() > 0
assert abs(n.mean() * volume - 2 * n_orb) < 1e-10

print(f"Stress unit: 1 hartree/bohr^3 = {GPA:.2f} GPa")
print("Cell edges:", *np.diag(cell), "bohr; volume", round(volume, 3), "bohr^3")
print("Potential amplitudes along 100, 010, 001, 101:", *amplitudes, "hartree")
print(f"Electrons {2 * n_orb}, plane waves {len(waves)}, grid points {M**3}")
print(f"PBE gap at Gamma: {gap:.4f} hartree")
print(f"PBE density: min {n.min():.5f}, mean {n.mean():.5f}, "
      f"max {n.max():.5f} bohr^-3")

# Frozen scaled orbitals: every strain component against the formula.
print("XC stress on the same PBE orbitals:")
numerical = {}
for name in (LDA, PBE, TPSS):
    tensor = np.array([[slope(lambda e: xc_energy(
        name, coeff, strained(cell, a, b, e)), 4e-3) for b in range(3)]
        for a in range(3)]) * GPA / volume
    numerical[name] = tensor
    formula = xc_stress(name, coeff, cell)
    error = abs(tensor - formula).max()
    # Finite-difference truncation and rounding stay below this bound.
    assert error < 1e-4, (name, error)
    avg, grad_part, tau_part = xc_stress_parts(name, coeff, cell)
    tag = LABEL[name]
    print(f"{tag} averages: f {avg[0]:.3f}, n f_n {avg[1]:.3f}, "
          f"2 gamma f_gamma {avg[2]:.3f}, tau f_tau {avg[3]:.3f} GPa")
    print(f"{tag} isotropic part: {avg[0] - avg[1:].sum():.3f} GPa")
    if name != LDA:
        show(f"{tag} gradient tensor", grad_part)
    if name == TPSS:
        show(f"{tag} tau tensor", tau_part)
        assert spread(tau_part) > 0.05
    show(f"{tag} xc stress, formula", formula)
    show(f"{tag} xc stress, strain derivative", tensor)
    print(f"{tag} largest deviation, nine components: {error:.1e} GPa")

lda_tensor = numerical[LDA]
assert abs(lda_tensor - np.eye(3) * np.trace(lda_tensor) / 3).max() < 1e-4
assert spread(numerical[PBE]) > 0.05
assert abs(numerical[PBE][0, 2]) > 1e-3

# Integral of n v_xc from the response of E_xc to a change of amplitude.
tau = np.trace(tau_ab)
_, f_n, f_gamma, _ = functional(PBE, n, grad, tau)
n_vxc = GPA * np.mean(n * local_xc_potential(f_n, f_gamma, grad, cell))
amplitude_slope = GPA * slope(lambda x: functional(
    PBE, (1 + x) * n, (1 + x) * grad, tau)[0].mean(), 4e-3)
pbe_avg = xc_stress_parts(PBE, coeff, cell)[0]
assert abs(n_vxc - amplitude_slope) < 1e-4
assert abs(n_vxc - pbe_avg[1] - pbe_avg[2]) < 1e-7
print(f"PBE average of n v_xc: {n_vxc:.3f} GPa; "
      f"from amplitude derivative: {amplitude_slope:.3f} GPa")

# One real orbital: tau_ab must reduce to the density-gradient dyad.
n1, grad1, tau1 = fields(coeff[:, :1], cell)
dyad = np.einsum("ap,bp->abp", grad1, grad1) / (8 * n1)
assert abs(tau1 - dyad).max() < 1e-9
assert abs(tau1).max() > 1e-4
one_orbital_error = abs(tau1 - dyad).max()
print(f"One-orbital tau_ab deviation: {one_orbital_error:.1e} hartree/bohr^3")

# Total stress: orbitals are reoptimized in every strained cell.
step = 1e-3
print(f"Self-consistent total stress, strain step {step}:")
for name in (PBE, TPSS):
    c, h, name_gap = solve(name, cell, v_ext, n_orb, h_pbe)
    assert name_gap > 0.02
    kinetic, hartree = other_stress(c, cell)
    xc = xc_stress(name, c, cell)
    formula = kinetic + hartree + xc
    measured = np.zeros((3, 3))
    xc_relaxed = np.zeros(2)
    errors = []
    for a, b in ((0, 0), (1, 1), (2, 2), (0, 2)):
        energies = []
        for k, sign in enumerate((1, -1)):
            new_cell = strained(cell, a, b, sign * step)
            new_c = solve(name, new_cell, v_ext, n_orb, h)[0]
            energies.append(total_energy(name, new_c, new_cell, v_ext))
            if (a, b) == (0, 0):
                xc_relaxed[k] = xc_energy(name, new_c, new_cell)
        measured[a, b] = (energies[0] - energies[1]) / (2 * step) * GPA / volume
        errors.append(abs(measured[a, b] - formula[a, b]))
    # The second-order difference has a truncation error of order step^2.
    assert max(errors) < 0.01, (name, errors)
    tag = LABEL[name]
    show(f"{tag} kinetic", kinetic)
    show(f"{tag} Hartree", hartree)
    show(f"{tag} xc", xc)
    show(f"{tag} total, formula", formula)
    show(f"{tag} total, energy derivative", measured)
    print(f"{tag} largest total deviation: {max(errors):.1e} GPa")
    relaxed = (xc_relaxed[0] - xc_relaxed[1]) / (2 * step) * GPA / volume
    # E_xc alone is not stationary, so its relaxed slope must differ.
    assert abs(relaxed - xc[0, 0]) > 0.02
    print(f"{tag} xx slope of E_xc alone, relaxed orbitals: {relaxed:.3f} GPa")

# Cubic symmetry: both tensor averages become isotropic.
cubic_cell = 7.0 * np.eye(3)
cubic_potential = -0.2 * np.cos(2 * np.pi * frac).sum(axis=1)
cubic_orbitals = 7
cubic_c, _, cubic_gap = solve(TPSS, cubic_cell, cubic_potential, cubic_orbitals)
assert cubic_gap > 0.02
_, cubic_grad, cubic_tau = xc_stress_parts(TPSS, cubic_c, cubic_cell)
for tensor in (cubic_grad, cubic_tau):
    isotropic = np.eye(3) * np.trace(tensor) / 3
    assert abs(tensor - isotropic).max() < 1e-4
    assert abs(tensor).max() > 1e-3
print(f"Cubic model: edge {cubic_cell[0, 0]} bohr, "
      f"{2 * cubic_orbitals} electrons, gap {cubic_gap:.4f} hartree")
show("Cubic TPSS gradient tensor", cubic_grad)
show("Cubic TPSS tau tensor", cubic_tau)
print("success")
```

Running it gives:

```
Stress unit: 1 hartree/bohr^3 = 29421.02 GPa
Cell edges: 5.0 6.0 9.0 bohr; volume 270.0 bohr^3
Potential amplitudes along 100, 010, 001, 101: 0.3 0.2 0.2 0.15 hartree
Electrons 6, plane waves 125, grid points 3375
PBE gap at Gamma: 0.2321 hartree
PBE density: min 0.00458, mean 0.02222, max 0.06960 bohr^-3
XC stress on the same PBE orbitals:
LDA averages: f -174.585, n f_n -227.555, 2 gamma f_gamma 0.000, tau f_tau 0.000 GPa
LDA isotropic part: 52.970 GPa
LDA xc stress, formula: xx 52.970, yy 52.970, zz 52.970, xz 0.000 GPa
LDA xc stress, strain derivative: xx 52.970, yy 52.970, zz 52.970, xz 0.000 GPa
LDA largest deviation, nine components: 2.0e-08 GPa
PBE averages: f -175.044, n f_n -226.206, 2 gamma f_gamma -1.612, tau f_tau 0.000 GPa
PBE isotropic part: 52.774 GPa
PBE gradient tensor: xx 1.275, yy 0.277, zz 0.059, xz 0.174 GPa
PBE xc stress, formula: xx 54.049, yy 53.051, zz 52.833, xz 0.174 GPa
PBE xc stress, strain derivative: xx 54.049, yy 53.051, zz 52.833, xz 0.174 GPa
PBE largest deviation, nine components: 2.5e-08 GPa
TPSS averages: f -174.852, n f_n -229.905, 2 gamma f_gamma -4.302, tau f_tau 4.499 GPa
TPSS isotropic part: 54.856 GPa
TPSS gradient tensor: xx 3.236, yy 0.880, zz 0.186, xz 0.298 GPa
TPSS tau tensor: xx -2.098, yy -0.592, zz -6.309, xz 0.022 GPa
TPSS xc stress, formula: xx 55.994, yy 55.145, zz 48.734, xz 0.320 GPa
TPSS xc stress, strain derivative: xx 55.994, yy 55.145, zz 48.734, xz 0.320 GPa
TPSS largest deviation, nine components: 2.5e-08 GPa
PBE average of n v_xc: -227.817 GPa; from amplitude derivative: -227.817 GPa
One-orbital tau_ab deviation: 8.7e-19 hartree/bohr^3
Self-consistent total stress, strain step 0.001:
PBE kinetic: xx -60.443, yy -17.919, zz -219.387, xz -1.118 GPa
PBE Hartree: xx 1.302, yy -6.486, zz -17.947, xz 1.888 GPa
PBE xc: xx 54.049, yy 53.051, zz 52.833, xz 0.174 GPa
PBE total, formula: xx -5.092, yy 28.646, zz -184.501, xz 0.944 GPa
PBE total, energy derivative: xx -5.092, yy 28.646, zz -184.501, xz 0.944 GPa
PBE largest total deviation: 3.9e-04 GPa
PBE xx slope of E_xc alone, relaxed orbitals: 33.021 GPa
TPSS kinetic: xx -60.877, yy -18.182, zz -219.285, xz -1.045 GPa
TPSS Hartree: xx 1.285, yy -6.446, zz -18.195, xz 1.902 GPa
TPSS xc: xx 56.061, yy 55.208, zz 48.732, xz 0.327 GPa
TPSS total, formula: xx -3.531, yy 30.580, zz -188.748, xz 1.184 GPa
TPSS total, energy derivative: xx -3.531, yy 30.580, zz -188.748, xz 1.184 GPa
TPSS largest total deviation: 3.8e-04 GPa
TPSS xx slope of E_xc alone, relaxed orbitals: 34.787 GPa
Cubic model: edge 7.0 bohr, 14 electrons, gap 0.3920 hartree
Cubic TPSS gradient tensor: xx -0.286, yy -0.286, zz -0.286, xz 0.000 GPa
Cubic TPSS tau tensor: xx -0.141, yy -0.141, zz -0.141, xz 0.000 GPa
success
```
